# Log-Periodic Spectrum of the Supercritical Dirac–Coulomb Point Charge

## Scale symmetry near the charge

A Coulomb potential $-\zeta/r$, with $\zeta=Z\alpha$ and $\hbar=c=1$, scales like a derivative. Close to a point charge the mass and the energy are negligible beside it, and what remains of the Dirac equation has no length scale. A dilation $r\to e^{t}r$ then maps solutions to solutions. For fixed angular quantum number $\kappa$ the radial solutions form a two-dimensional space, so dilations act as $e^{tA}$ with a constant $2\times2$ matrix $A$, and solutions are built from powers $r^s$ with $s$ an eigenvalue of $A$. We shall find $s^2=\kappa^2-\zeta^2$.

If $\zeta>|\kappa|$, then $s=\pm i\nu$ with
$$\nu=\sqrt{\zeta^2-\kappa^2}.$$
Dilations now act as rotations, apart from a fixed change of basis. After $t=\pi/\nu$ every solution has changed sign, which leaves any homogeneous boundary condition as it was. A length used to specify behaviour at the origin therefore has meaning only modulo the factor
$$q=e^{\pi/\nu}.$$
The mass spoils the scaling of the energies, but not this periodicity of the boundary condition.

## Setting and theorem

Set $m=1$ too, so that lengths are in $\hbar/(mc)$ and energies, rest energy included, in $mc^2$. Let the upper and lower radial functions of the spinor be $P/r$ and $iQ/r$. In one channel the Hamiltonian is
$$h\binom PQ=\binom{(1+V)P-Q'+\kappa Q/r}{P'+\kappa P/r+(V-1)Q},\qquad V=-\frac{\zeta}{r},$$
and $hu=Eu$ for $u=(P,Q)^T$ reads
$$P'=-\frac{\kappa}{r}P+\Big(E+1+\frac{\zeta}{r}\Big)Q,\qquad Q'=\frac{\kappa}{r}Q-\Big(E-1+\frac{\zeta}{r}\Big)P.\tag{1}$$

**Theorem.** Let $\kappa$ be a nonzero integer and $\zeta>|\kappa|$.

(a) For every complex $E$, each nonzero solution of (1) is, up to $O(r)$, a nonzero combination of $r^{i\nu}$ and $r^{-i\nu}$. Each real solution has infinitely many zeros of $P$ near $r=0$, with limiting ratio $q$.

(b) The self-adjoint realizations of $h$ in this channel are labelled by a length $L$; $L$ and $qL$ give the same operator. The whole spectrum is thus periodic in $\ln L$ with period $\pi/\nu$.

(c) There is an increasing function $E(y)$, $y>0$, running from $-1$ to $1$, such that the levels in $-1<E<1$ are $E(y+k)$, $k=0,1,2,\dots$, where $y\in(0,1]$ equals $(\nu/\pi)\ln(L/L_c)$ modulo 1 and $L_c$ is given in (8).

(d) If the potential is cut off at $r_0$ by a profile of fixed shape, levels kept away from the gap edges differ by $O(r_0)$ from those of $L=r_0e^{\chi/\nu}$, with a constant $\chi$. Their periodicity in $\ln r_0$ is asymptotic.

Realizations that mix different $\kappa$ or magnetic quantum numbers are excluded.

## Lemma 1: behaviour at the origin

Write (1) as
$$u'=\Big(\frac Ar+B\Big)u,\quad A=\begin{pmatrix}-\kappa&\zeta\\-\zeta&\kappa\end{pmatrix},\quad B=\begin{pmatrix}0&E+1\\1-E&0\end{pmatrix}.$$
Multiplication gives $A^2=(\kappa^2-\zeta^2)I=-\nu^2I$, so
$$r^A=\cos(\nu\ln r)\,I+\frac{\sin(\nu\ln r)}{\nu}A .$$

**Lemma 1.** For each nonzero solution there is a vector $c\ne0$ with
$$|r^{-A}u(r)-c|\le|c|\,(e^{Kbr}-1),\quad K=\frac{\zeta+|\kappa|}{\zeta-|\kappa|},\quad b=\max|E\pm1|.\tag{2}$$

*Proof.* If $ru'=Au$, the form $\zeta(P^2+Q^2)-2\kappa PQ$ is constant: its derivative $r\,d/dr$ is $2\zeta\kappa(Q^2-P^2)-2\kappa\zeta(Q^2-P^2)=0$. The form lies between $(\zeta-|\kappa|)|u|^2$ and $(\zeta+|\kappa|)|u|^2$. Hence $\|r^{\pm A}\|\le\sqrt K$; complex vectors follow by treating real and imaginary parts separately.

Put $u=r^Av$. The $A/r$ terms cancel and $v'=r^{-A}Br^Av$, whose coefficient has norm at most $Kb$. This equation is regular enough to be integrated from $r=0$. So $v$ has a limit $c$, and $c=0$ would force $v=0$. From $v=c+\int_0^r v'$ one gets first $|v|\le|c|e^{Kbr}$, and then (2) by integrating $|v'|\le Kb|c|e^{Kbr}$. $\square$

The vector $w=(\zeta,\kappa+i\nu)^T$ obeys $Aw=i\nu w$. A general solution therefore tends to $\alpha wr^{i\nu}+\beta\bar wr^{-i\nu}$. With one coefficient zero, the modulus is constant and the phase rotates. For a real solution $\beta=\bar\alpha$, and writing $\alpha=\tfrac12Ne^{i\delta}$ gives
$$P\to N\zeta\cos\varphi,\quad Q\to N(\kappa\cos\varphi-\nu\sin\varphi),\quad\varphi=\nu\ln r+\delta.\tag{3}$$
Since the error is $O(r)$, $P$ takes the sign of $\cos\varphi$ wherever $|\cos\varphi|=1$, so it changes sign infinitely often. Near a zero, $rP'=-N\zeta\nu\sin\varphi+O(r)$ does not vanish; there is one zero per half-turn, at $\varphi=\pi/2+j\pi+O(r)$. Successive radii have limiting ratio $q$. This proves (a).

The condition $\zeta>|\kappa|$ is essential. At $\zeta=|\kappa|$, $A^2=0$ and $r^A=I+A\ln r$. Below it the powers are real, and a real combination $\alpha r^s+\beta r^{-s}$ has at most one zero. A choice of boundary condition can still exist there, if $r^{-s}$ is square integrable ($s<\tfrac12$). A dilation leaves the two conditions that select pure $r^s$ or pure $r^{-s}$ unchanged; any other condition is altered and never returns.

## Lemma 2: the extension length

**Lemma 2.** The self-adjoint realizations of the channel are fixed by requiring, as $r\to0$, behaviour (3) with $\varphi=\nu\ln(r/L)$, up to a complex factor.

*Proof.* By Lemma 1 both solutions are square integrable at zero. At infinity the leading matrix is $B$, with $B^2=(1-E^2)I$. For nonreal $E$ its eigenvalues $\pm\sqrt{1-E^2}$ have nonzero real parts; the $1/r$ terms change the exponentials by powers of $r$. One solution decays and one grows. There is thus one square-integrable solution for each nonreal $E$: the deficiency indices are $(1,1)$, and one boundary condition at zero is needed.

Integration by parts gives
$$\langle u_1,hu_2\rangle-\langle hu_1,u_2\rangle=\lim_{r\to0}(\bar P_1Q_2-\bar Q_1P_2).$$
For $u$ in the largest domain, $hu$ is square integrable, so $(r^{-A}u)'$ is integrable near zero and a boundary vector $c$ still exists. Because $\operatorname{tr}A=0$, $\det r^A=1$, and the boundary term is the same form in $c_1,c_2$. It must vanish on the allowed line of vectors. Taking $c_1=c_2$ shows that $\bar c_Pc_Q$ is real, so the line contains a real vector. Every real line has the form (3) with some $\delta$, which we call $-\nu\ln L$. $\square$

Replacing $L$ by $qL$ shifts $\varphi$ by $-\pi$ and reverses the sign of the vector, leaving the line unchanged. This proves (b), for the continuous spectrum and the levels alike. For real $|E|>1$ solutions do not decay at infinity; the continuum edges are $\pm1$ for every $L$. The levels between them remain to be found.

## Lemma 3: phase of the decaying solution

For $-1<E<1$ define
$$\lambda=\sqrt{1-E^2},\quad\eta=\frac{\zeta E}{\lambda},\quad\mu=\frac\zeta\lambda,\quad\rho=2\lambda r.$$

**Lemma 3.** The solution decaying at infinity has form (3) with $\delta=\Theta(E)$,
$$\Theta=\nu\ln2\lambda+\arg\Gamma(-2i\nu)-\arg\Gamma(1-\eta-i\nu)+\arg(\mu+\kappa-\eta-i\nu),\tag{4}$$
where the arguments are continuous in $E$. The levels satisfy
$$\Theta(E)+\nu\ln L\in\pi\mathbb Z.\tag{5}$$

*Proof.* Let $P=\sqrt{1+E}\,X$, $Q=\sqrt{1-E}\,Y$, $\tau=\sqrt{(1-E)/(1+E)}$. Then
$$rX'=-\kappa X+(\lambda r+\zeta\tau)Y,\qquad rY'=\kappa Y+(\lambda r-\zeta/\tau)X.$$
Set $X=F+G$, $Y=F-G$. Half the sum and half the difference, with $\tau-1/\tau=-2E/\lambda$ and $\tau+1/\tau=2/\lambda$, give
$$rF'=(\lambda r-\eta)F-(\mu+\kappa)G,\quad rG'=(\mu-\kappa)F-(\lambda r-\eta)G.$$
Take out the decay and one power:
$$G=e^{-\rho/2}\rho^{i\nu}g,\qquad F=(\mu+\kappa)e^{-\rho/2}\rho^{i\nu}f.$$
With $a=i\nu-\eta$, $d=1+2i\nu$, and
$$\mu^2-\kappa^2=\eta^2+\nu^2=a(1+a-d),$$
the equations become, a prime on $f,g$ meaning $d/d\rho$,
$$\rho g'+ag=a(1+a-d)f,\qquad\rho f'+(d-a-1-\rho)f=-g.$$
Eliminating $f$ gives Kummer's equation $\rho g''+(d-\rho)g'-ag=0$; eliminating $g$ gives the same equation for $f$ with $a$ replaced by $a+1$. The solutions without exponential growth are $g=U(a,d,\rho)$ and $f=U(a+1,d,\rho)$. Their relative factor is right: from $U(a,d,\rho)=\rho^{-a}[1-a(1+a-d)/\rho+\dots]$ the left side of the first equation starts with $a(1+a-d)\rho^{-a-1}$.

Kummer's identity $U(a,d,\rho)=\rho^{1-d}U(a-d+1,2-d,\rho)$ shows that $F$ and $G$ are real. At small $\rho$,
$$U(a,d,\rho)=\frac{\Gamma(1-d)}{\Gamma(a-d+1)}+\frac{\Gamma(d-1)}{\Gamma(a)}\rho^{1-d}+O(\rho).$$
The coefficient of $\rho^{i\nu}$ in $F+G$ is hence
$$\Gamma(-2i\nu)\Big[\frac{\mu+\kappa}{\Gamma(1-\eta-i\nu)}+\frac1{\Gamma(-\eta-i\nu)}\Big]=\Gamma(-2i\nu)\frac{\mu+\kappa-\eta-i\nu}{\Gamma(1-\eta-i\nu)},$$
by $\Gamma(1+z)=z\Gamma(z)$. Its argument plus $\nu\ln2\lambda$ is (4). The phases $\Theta$ and $-\nu\ln L$ must agree modulo $\pi$, which is (5). $\square$

## Lemma 4: one level per period

**Lemma 4.** With $N$ the amplitude in (3) of the decaying solution,
$$\Theta'(E)=-\frac{1}{N^2\zeta\nu}\int_0^\infty(P^2+Q^2)\,dr<0,\qquad\frac{dE}{d\ln L}=-\frac{\nu}{\Theta'(E)}>0.\tag{6}$$

*Proof.* Let $W=P\,\partial_EQ-Q\,\partial_EP$. Differentiating (1) in $E$ adds $Q$ to the first equation and $-P$ to the second. The other terms in $W'$ cancel because the matrix in (1) is traceless, so $W'=-(P^2+Q^2)$. As $W$ vanishes at infinity, $W(0^+)=\int_0^\infty(P^2+Q^2)dr$.

The estimate (2) is uniform for complex $E$ near a given value, so the limit may be differentiated. In (3) the change of $N$ drops out of $W$, and the change of phase gives
$$W(0^+)=N^2\zeta\Theta'\big[\cos\varphi(-\kappa\sin\varphi-\nu\cos\varphi)+\sin\varphi(\kappa\cos\varphi-\nu\sin\varphi)\big]=-N^2\zeta\nu\Theta'.$$
Differentiating (5) at fixed integer gives the second formula. $\square$

**Lower edge.** As $E\to-1$, $\eta\to-\infty$ and $\arg\Gamma(1+|\eta|-i\nu)\to-\nu\ln|\eta|$, while the last argument in (4) tends to zero. With $\lambda|\eta|\to\zeta$,
$$\Theta(-1)=\nu\ln2\zeta+\arg\Gamma(-2i\nu).\tag{7}$$
The solution at the edge is explicit. At $E=-1$, (1) gives $rP'=-\kappa P+\zeta Q$ and $rQ'=\kappa Q+(2r-\zeta)P$, so
$$\Big(r\frac d{dr}\Big)^2P=(2\zeta r-\nu^2)P,\qquad P=K_{2i\nu}(\sqrt{8\zeta r}).$$
It decays as $e^{-\sqrt{8\zeta r}}$ up to a power, so a level that reaches $-1$ is still normalizable there. Its small-$r$ form is $\operatorname{Re}[\Gamma(-2i\nu)(2\zeta r)^{i\nu}]$, in agreement with (7).

**Upper edge.** As $E\to1$, $\eta\to\infty$. The reflection formula gives
$$-\arg\Gamma(1-\eta-i\nu)=\arg\sin\pi(\eta+i\nu)+\arg\Gamma(\eta+i\nu).$$
The sine is $\sin\pi\eta\cosh\pi\nu+i\cos\pi\eta\sinh\pi\nu$, which turns clockwise by $\pi$ when $\eta$ grows by 1. The other term behaves as $\nu\ln\eta$ and cancels the logarithm of $\lambda$ up to a constant. Thus $\Theta+\pi\eta$ approaches a bounded function of $\eta$ with period 1, and $\Theta\to-\infty$.

So $\Theta$ decreases from $\Theta(-1)$ to $-\infty$. Define
$$\Theta(E(y))=\Theta(-1)-\pi y,\qquad L_c=e^{-\Theta(-1)/\nu}.\tag{8}$$
Condition (5) becomes $(\nu/\pi)\ln(L/L_c)=y$ modulo 1, which proves (c). At $y=1$ there is in addition the edge state at $-1$. The levels accumulate at $+1$ with $\eta$ increasing by 1 per level in the limit, so $1-E\simeq\zeta^2/2\eta^2$: a Rydberg series.

When $L$ falls by $q$, each level moves to the position of the one below. The lowest reaches $-1$ and leaves the gap, and the set of levels is restored. The energies do not form a geometric sequence.

## Cut-off charges

Let $V=-(\zeta/r_0)w(r/r_0)$, with $w(x)=1/x$ for $x\ge1$ and a fixed bounded $w$ inside. In the variable $x=r/r_0$ the inner equations contain $E\pm1$ multiplied by $r_0$. The regular solution therefore has $Q/P=t_0+O(r_0)$ at $r_0$, with $t_0$ independent of $E$ and $r_0$. From (3),
$$\frac QP=\frac\kappa\zeta-\frac\nu\zeta\tan\varphi=t_0\quad\Longrightarrow\quad\tan\varphi=-\frac{\zeta t_0-\kappa}{\nu}.$$
With $\varphi=\nu\ln r_0+\Theta(E)$ this is
$$\Theta(E)+\nu\ln r_0+\chi=O(r_0)\ \text{modulo }\pi,\qquad\chi=\arctan\frac{\zeta t_0-\kappa}\nu.\tag{9}$$
Comparison with (5) gives $L=r_0e^{\chi/\nu}$. As $\Theta'\ne0$, the energy error is also $O(r_0)$, uniformly for levels kept away from the gap edges. This completes the proof of (d). An infinite $t_0$, as for a wall $P(r_0)=0$, means $\chi=\pi/2$.

For a charged shell and $\kappa=-1$, the inner potential is constant. Then $P=\sin kr$ and $Q=(P'-P/r)/(\varepsilon+1)$, where $\varepsilon=E+\zeta/r_0$ and $k^2=\varepsilon^2-1$. As $r_0\to0$, both $kr_0$ and $(\varepsilon+1)r_0$ tend to $\zeta$. Hence $t_0=\cot\zeta-1/\zeta$ and $\zeta t_0-\kappa=\zeta\cot\zeta$.

**Onset of supercriticality.** Let $\zeta\to1^+$ for this shell, so $\nu\to0$. With Euler's constant $\gamma$, $\arg\Gamma(-2i\nu)=\pi/2+2\gamma\nu+\dots$, so $L_c\simeq\tfrac12e^{-2\gamma}e^{-\pi/2\nu}$. Also $\chi=\pi/2-\nu\tan1+\dots$. A level reaches $-1$ at
$$r_0=L_ce^{-\chi/\nu}\simeq\tfrac12e^{\tan1-2\gamma}e^{-\pi/\nu}.$$
This radius vanishes faster than any power of $\nu$: just above the critical coupling the radius of the shell must be extremely small before a level of this channel leaves the gap.

## Worked example

Take the model parameters $\zeta=1.25$, $\kappa=-1$. Then $\nu=\sqrt{1.5625-1}=0.75$, the period is $\pi/0.75=4.1888$, and $q=65.943$. No real atom is meant.

A real solution at $E=3$, outside the gap, has zeros of $P$ at $3.5614\times10^{-6}$, $5.4008\times10^{-8}$ and $8.1902\times10^{-10}$. The last ratio is $65.943$. For $\zeta=0.95$ the same starting data give no zero below $r=0.01$.

Equation (7) gives $\Theta(-1)=2.42095$, so $L_c=e^{-2.42095/0.75}=0.03964$. The level curve contains

| $y$ | $E(y)$ |
|---|---|
| 0.05 | −0.8511 |
| 0.50 | −0.0557 |
| 1.00 | 0.4289 |
| 1.50 | 0.6754 |
| 2.50 | 0.8675 |

At $y=0.5$ the lowest three levels are thus $-0.0557$, $0.6754$ and $0.8675$. Direct diagonalization with a wall at $r_0=9.1156\times10^{-6}$, and again at a radius smaller by $q$, gives the same three values to four decimals.

For the shell, $\chi=\arctan(1.25\cot1.25/0.75)=0.505748$ and $L/r_0=e^{0.505748/0.75}=1.9627$. At $r_0=10^{-3}$,
$$y=1+\frac{\ln(1.9627\times10^{-3}/0.03964)}{4.1888}=0.2825,$$
and the limiting lowest level is $E=-0.36142$, or $-184.7$ keV with rest energy included. Matching at finite $r_0$ deviates from it by $3.02\times10^{-5}$. At radii smaller by $q$ and $q^2$ the deviations are $4.58\times10^{-7}$ and $6.95\times10^{-9}$. They shrink by nearly $q$ per step. By (9) the phase $\varphi$ at $r_0$ equals $-\chi$ modulo $\pi$ to leading order for every level, so the coefficient of the $O(r_0)$ term depends on $r_0$ only through the limiting energy, which is the same at all three radii.

The four largest shell radii at which a level of the channel $\kappa=-1$ reaches $-1$ are $0.020311$, $3.0629\times10^{-4}$, $4.6444\times10^{-6}$ and $7.0430\times10^{-8}$. Their ratios, $66.31$, $65.949$ and $65.943$, approach $q$. The largest radius is $7.84$ fm; formula (9) without its correction gives $0.020196$, lower by 0.6%. At 1.02 times this radius the lowest level is $-0.985$; at 0.98 times it is $0.428$, since the former lowest level has left the gap. Both values refer to $\kappa=-1$ alone. The channel $\kappa=+1$ has the same $\nu$ and its own sequence of radii, starting at $8.625\times10^{-3}$; at 0.98 times the radius above, its lowest level is $-0.134$.

Continuing the geometric sequence upwards would predict another radius near $0.0202\times65.9=1.33$. It does not exist. For $r_0>\zeta/2=0.625$ one has $0<-V<2$ everywhere, so $|-1-V|<1$. A state at $E=-1$ would obey $h_0u=(-1-V)u$, with $h_0$ the free operator, hence $\|h_0u\|<\|u\|$. But $h_0^2\ge1$. The periodicity in $\ln r_0$ therefore belongs to small radii, whereas that in $\ln L$ has no such restriction.

These statements concern the one-particle operator. Vacuum polarization and the filling of a state that has entered the lower continuum are outside it. The numerical output lists the remaining values.

## Table of computed values

```
Natural units: length hbar/(mc), energy mc^2
zeta = 1.25, kappa = -1, nu = 0.750000
zeta/alpha = 171.295
period pi/nu in ln L = 4.188790
ratio q = exp(pi/nu) = 65.94297
bound constant K = 9.0000
length unit = 386.1593 fm
energy unit = 510.9990 keV
Zeros of P below r = 0.01, solution at E = 3:
  r = 2.344378e-04
  r = 3.561380e-06
  r = 5.400841e-08
  r = 8.190173e-10
last zero ratio = 65.94294
zeros below 0.01 for zeta = 0.95: 0
Theta(-1) = 2.420954 rad
L_c = 3.963912e-02
Level curve E(y), y = (nu/pi) ln(L/L_c):
  y = 0.05  E = -0.851062
  y = 0.25  E = -0.416109
  y = 0.50  E = -0.055685
  y = 0.75  E = +0.219038
  y = 1.00  E = +0.428946
  y = 1.50  E = +0.675364
  y = 2.00  E = +0.801182
  y = 2.50  E = +0.867528
  y = 3.00  E = +0.907005
eta step between y = 19 and 20: 1.000035
dE/dlnL at E = 0.2: 0.237047
Wall cut-off, grid levels at y = 0.5, 1.5, 2.5:
  r0 = 9.1156e-06: -0.05569 +0.67536 +0.86753
  r0 = 1.3824e-07: -0.05569 +0.67536 +0.86753
Shell: chi = 0.505748 rad, L/r0 = 1.962718
shell y = 0.282493, limit E = -0.36141958
limit E = -184.685 keV
Shell lowest level and its deviation from the limit:
  r0 = 1.00000e-03  E = -0.36138933  dev = +3.024e-05
  r0 = 1.51646e-05  E = -0.36141912  dev = +4.584e-07
  r0 = 2.29966e-07  E = -0.36141957  dev = +6.951e-09
grid check at r0 = 1e-3: E = -0.36130
Shell radii where a level reaches -1 (exact, asymptotic):
  2.031064e-02  2.019603e-02
  3.062914e-04  3.062652e-04
  4.644401e-06  4.644395e-06
  7.043049e-08  7.043049e-08
  ratio 1: 66.31151
  ratio 2: 65.94852
  ratio 3: 65.94305
largest such radius = 7.8431 fm
lowest E at 1.02 of this radius: -0.98473
lowest E at 0.98 of this radius: +0.42828
```
